# Mott gaps of octahedral d5 and d6 ions across spin crossover

Suppose the Mott gap of a transition-metal compound is carried from the high-spin phase into the low-spin phase without asking which terms the neighbouring ions have. For the round parameters used below, at a crystal-field splitting of 4 eV, the high-spin law gives a d5 gap of \(9.55-4.00=5.55\) eV, whereas the ground terms give 4.67 eV. For d6 the high-spin law stays below 4.5 eV, and the ground terms give 8.54 eV. At this splitting the error has opposite signs in the two cases, so no common correction to a fixed repulsion repairs it.

## The gap and the model

Take identical, well-separated ions in octahedral sites. Moving one electron between two \(d^N\) ions costs

\[
G_N=E_{N+1}+E_{N-1}-2E_N ,
\]

where \(E_N\) is the ground-term energy of \(d^N\). This is the atomic limit of the Mott gap. Bandwidth, ligand charge transfer, spin-orbit coupling, Jahn-Teller distortion and intersite exchange are left out. All ions share the splitting \(\Delta=10Dq\) and the Racah parameters \(A,B,C>0\), which are held fixed while \(\Delta\) varies.

A \(t_2\) electron has field energy \(-\tfrac25\Delta\) and an \(e\) electron \(+\tfrac35\Delta\). With \(n\) electrons in \(e\),

\[
E_{\rm field}=-\tfrac25\Delta(N-n)+\tfrac35\Delta n=\Delta\left(n-\tfrac25N\right).
\]

## First case: one configuration per ion

Let every ion have a definite configuration, with \(n_N\) electrons in \(e\). The part linear in \(N\) cancels because \((N+1)+(N-1)-2N=0\). Hence

\[
\frac{dG_N}{d\Delta}=n_{N+1}+n_{N-1}-2n_N .
\]

For d4, d5, d6, d7 the high-spin occupations are 1, 2, 2, 2 and the low-spin occupations are 0, 0, 0, 1. If all ions are high spin,

\[
G_5'=2+1-4=-1,\qquad G_6'=2+2-4=0 .
\]

If all are low spin,

\[
G_5'=0+0-0=0,\qquad G_6'=1+0-0=+1 .
\]

This is the expected pattern, but it assumes that all four ions change spin together. Whether they do depends on the Coulomb energies.

## Coulomb integrals

Let \(J_{ab}\) and \(K_{ab}\) be the direct and exchange integrals of real d orbitals, and \(F^k\) the Slater integrals. The Racah parameters are defined by

\[
F^0=A+\tfrac75C,\qquad \frac{F^2}{49}=B+\frac C7,\qquad \frac{F^4}{441}=\frac C{35}.
\]

The Legendre expansion of \(1/r_{12}\) turns \(J_{ab}\) into a sum over products of multipole moments of the two densities. With \(u=\cos\theta\), the normalized distributions of \(u\) are \(\tfrac58(3u^2-1)^2\) for \(z^2\), \(\tfrac{15}4u^2(1-u^2)\) for \(xz,yz\), and \(\tfrac{15}{16}(1-u^2)^2\) for \(xy,x^2-y^2\). Integration gives the axial moments

\[
\langle P_2\rangle=\tfrac27,\ \tfrac17,\ -\tfrac27;\qquad
\langle P_4\rangle=\tfrac6{21},\ -\tfrac4{21},\ \tfrac1{21}.
\]

The densities of \(xz,yz\) also vary as \(\cos2\phi\), and those of \(xy,x^2-y^2\) as \(\mp\cos4\phi\). Two densities without a common azimuthal part interact through axial moments alone, for example

\[
J_{xy,xz}=F^0-\tfrac2{49}F^2-\tfrac4{441}F^4=A-2B+C .
\]

The self-repulsion \(J_{aa}\) is the same for every normalized real d orbital. Such an orbital is a quadratic form with a traceless symmetric matrix \(Q\), and \(J_{aa}\) is a rotational invariant of fourth degree in \(Q\). The invariants are built from \({\rm tr}\,Q^2\) and \({\rm tr}\,Q^3\), so the only one of fourth degree is \(({\rm tr}\,Q^2)^2\), which normalization fixes. From \(z^2\),

\[
J_{aa}=F^0+\tfrac4{49}F^2+\tfrac{36}{441}F^4=A+4B+3C .
\]

For \(xy\) the axial part of the \(F^4\) coefficient is \(1/441\), so its \(4\phi\) part must supply \(35/441\). Between \(xy\) and \(x^2-y^2\) that part changes sign, which gives the coefficient \((1-35)/441\) and \(J=A+4B+C\).

Exchange follows from the same invariance. The orbital \(a\cos\alpha+b\sin\alpha\) must have self-repulsion \(J_{aa}\) for every \(\alpha\). Comparing the terms in \(\cos^2\alpha\sin^2\alpha\) gives \(2J_{ab}+4K_{ab}=2J_{aa}\), or

\[
K_{ab}=\tfrac12(J_{aa}-J_{ab}).
\]

The complete list for different orbitals is:

| Pair | \(J\) | \(K\) |
|---|---|---|
| two \(t_2\) | \(A-2B+C\) | \(3B+C\) |
| two \(e\); \(xy,z^2\) | \(A-4B+C\) | \(4B+C\) |
| \(xz\) or \(yz\), \(z^2\) | \(A+2B+C\) | \(B+C\) |
| \(xy,x^2-y^2\) | \(A+4B+C\) | \(C\) |
| \(xz\) or \(yz\), \(x^2-y^2\) | \(A-2B+C\) | \(3B+C\) |

## Energies of the terms

In a determinant, each pair in different orbitals contributes \(J-K\) for parallel spins and \(J\) for opposite spins; a doubly occupied orbital contributes \(J_{aa}\). Field energies are added later.

Three parallel \(t_2\) electrons give \(3(A-5B)\). Either \(e\) orbital interacts with them by \(3A-6B\): for \(z^2\) this is \((A-8B)+2(A+B)\), and for \(x^2-y^2\) it is \((A+4B)+2(A-5B)\). The two \(e\) electrons interact by \(A-8B\). Thus

\[
\begin{aligned}
E({}^5E)&=6A-21B,\\
E({}^6A_1)&=3A-15B+2(3A-6B)+A-8B=10A-35B .
\end{aligned}
\]

An opposite-spin electron added to \(xy\) of the half-filled shell costs the sum of \(J\) over all five orbitals, \(5A+7C\). A second one in \(t_2\) costs the same plus \(A-5B\) with the first:

\[
E({}^5T_2)=15A-35B+7C,\qquad E({}^4T_1)=21A-40B+14C .
\]

For the low-spin terms, write \(J_t,K_t\) for the integrals of a \(t_2\) pair. Counting pairs for occupations (2,1,1), (2,2,1) and (2,2,2),

\[
\begin{aligned}
E({}^3T_1)&=J_{aa}+5J_t-3K_t=6A-15B+5C,\\
E({}^2T_2)&=2J_{aa}+8J_t-4K_t=10A-20B+10C,\\
E({}^1A_1)&=3J_{aa}+12J_t-6K_t=15A-30B+15C .
\end{aligned}
\]

An \(e\) electron outside \(t_2^6\) adds \(\sum(2J-K)=6A-6B+3C\), so \(E({}^2E)=21A-36B+18C\).

## Four crossovers instead of one

High-spin and low-spin energies are equal when \(\Delta\) times the difference in \(e\) occupation equals the Coulomb cost:

\[
\begin{aligned}
\Delta_6&=\tfrac12(5B+8C), & \Delta_7&=4B+4C,\\
\Delta_4&=6B+5C, & \Delta_5&=\tfrac12(15B+10C).
\end{aligned}
\]

Successive differences in the order 6, 7, 4, 5 are \(\tfrac32B\), \(2B+C\) and \(\tfrac32B\), all positive. The slopes are therefore:

| Range of \(\Delta\) | \(G_5'\) | \(G_6'\) |
|---|---:|---:|
| below \(\Delta_6\) | −1 | 0 |
| \(\Delta_6\) to \(\Delta_7\) | −3 | +4 |
| \(\Delta_7\) to \(\Delta_4\) | −3 | +3 |
| \(\Delta_4\) to \(\Delta_5\) | −4 | +3 |
| above \(\Delta_5\) | 0 | +1 |

Intermediate spin could spoil this table. For d5, put four parallel electrons in \(t_2^3z^2\) and one opposite electron in \(xy\). The last electron costs \(4A-4B+6C\), so this \({}^4T_1\) term has Coulomb energy \(10A-25B+6C\). For d6, an electron in \(x^2-y^2\) outside \(t_2^5\), with the hole in \(xy\), gives \({}^3T_1\) at \(15A-30B+12C\). Each has one \(e\) electron, and at the crossover of its own ion each lies \(\tfrac52B+C\) above the two crossing terms. Its slope lies between theirs, so it stays above the lower of them on both sides.

As a limit test, the outer gaps can be found directly from the energies. With all ions high spin,

\[
G_5=A+14B+7C-\Delta,\qquad G_6=A-5B,
\]

and with all low spin,

\[
G_5=A-5B,\qquad G_6=A+4B-2C+\Delta .
\]

Take \(A=5\), \(B=0.1\), \(C=0.45\) eV. The crossovers are 2.05, 2.20, 2.85 and 3.00 eV. The d5 slopes then produce a total fall of \(1(2.05)+3(0.80)+4(0.15)=5.05\) eV, which agrees with \(9.55-4.50\) eV.

## Generalization: mixing of configurations

Coulomb repulsion mixes configurations of equal spin and symmetry. From here on, \(\Delta_N\) denotes the actual crossover of the \(d^N\) ion with this mixing included; the formulas above give its single-configuration value. The high-spin terms of d4, d5 and d6 escape this: their highest-spin states form one free-ion \({}^5D\), \({}^6S\) or \({}^5D\) term, and each cubic term occurs in it once. So \(G_5=A+14B+7C-\Delta\) remains exact in this model below the first neighbour crossover.

The d7 quartet does mix. Relative to the filled spin-up shell it has two spin-down electrons. The pair \(xz,yz\) gives the configuration already treated. The pair \(xy,x^2-y^2\) has the same symmetry, three \(e\) electrons, and energy

\[
2(5A+7C)+(10A-35B)+(A+4B)=21A-31B+14C .
\]

The coupling \(w\) is fixed by the free ion. Its quartets are \({}^4F\) and \({}^4P\), and only \({}^4F\) contains an \(A_2\) term. That term has spin-down electrons in both \(e\) orbitals, with pair energy \(A-8B\), so \(E({}^4F)=21A-43B+14C\). At \(\Delta=0\) this must also be an eigenvalue of the \(T_1\) matrix:

\[
(-40B+43B)(-31B+43B)=w^2\quad\Rightarrow\quad |w|=6B .
\]

Omitting the common field term \(-\tfrac{14}5\Delta\), the diagonal elements are \(21A-40B+14C+2\Delta\) and \(21A-31B+14C+3\Delta\). The lower root is

\[
21A+14C-\tfrac{71}2B+\tfrac52\Delta-\tfrac12\sqrt{(\Delta+9B)^2+144B^2}.
\]

Adding \(E({}^6A_1)\) and subtracting \(2E({}^5T_2)\) gives, for \(\Delta<\Delta_6\),

\[
G_6=A-\frac B2+\frac\Delta2-\frac12\sqrt{(\Delta+9B)^2+144B^2}.
\]

At \(\Delta=0\) the root is \(15B\), so \(G_6=A-8B=4.20\) eV. For large \(\Delta\) the formula tends to \(A-5B=4.50\) eV, the single-configuration value. Its derivative is positive, so the d6 gap rises slightly even before its crossover, by less than \(3B\). At 1 eV,

\[
G_6=5-0.05+0.50-\tfrac12\sqrt{1.90^2+1.44}=4.33\ {\rm eV}.
\]

## Slopes that survive mixing

In the low-spin region the occupations are no longer integers. The ground energy is

\[
E_N+\tfrac25N\Delta=\min_\psi\left[\langle V\rangle_\psi+\Delta\langle n_e\rangle_\psi\right],
\]

where \(V\) is the Coulomb repulsion and \(n_e\) the number operator of the \(e\) orbitals. A minimum of straight lines is concave. Its slope is \(\langle n_e\rangle\) by the Hellmann-Feynman theorem, so the ground-state occupation \(n_N\) cannot increase with \(\Delta\). The slope formula for \(G_N\) keeps its form, now with these expectation values.

For d5 below its crossover, \(n_5=2\), provided no intermediate-spin term becomes the ground term. The argument above excludes this for single configurations; with mixing, the diagonalization finds no such term for the parameters used here. At small field d4 and d6 start with occupations 1 and 2, so \(n_4\le1\) and \(n_6\le2\) afterwards. Therefore

\[
G_5'\le1+2-4=-1\qquad(\Delta<\Delta_5).
\]

At a neighbour's crossover the slope changes abruptly, but \(G_5\) is continuous, so the fall is uninterrupted.

For d6 above its crossover, \(n_5\ge0\), and \(n_7\ge1\) because \(t_2\) holds six electrons at most. Hence

\[
G_6'\ge1-2n_6(\Delta)\ge1-2n_6(\Delta_6^+)\qquad(\Delta>\Delta_6),
\]

where \(\Delta_6^+\) means just above the crossover. The gap must rise if the low-spin d6 ion has fewer than half an \(e\) electron there. Full diagonalization within the d shell gives \(n_6(\Delta_6^+)=0.079\), so the lower bound on the slope is 0.84.

The numerical output shows how far mixing changes the simple picture. The d6, d7, d4 and d5 crossovers move to 1.89, 2.12, 2.68 and 2.84 eV. For d4, d5 and d6 the direction follows from the variational principle: mixing lowers the low-spin term and leaves the high-spin term untouched. At the midpoints of the successive windows the calculated d5 slopes are −1.00, −2.93, −2.94, −3.91 and, at 4 eV, −0.03. For d6 they are +0.08, +3.89, +2.92, +2.93 and +1.00. The first d6 slope is not constant: by the closed formula it falls from 0.20 at \(\Delta=0\) to 0.04 at \(\Delta_6\). The low-spin d5 gap is thus nearly, not strictly, constant: it goes from 4.71 eV at the crossover to 4.65 eV at 5 eV, above the strong-field limit of 4.50 eV.

## Which gap does one electron see?

Between the crossovers, the lowest final state may be out of reach. Adding or removing one electron changes the total spin by \(\tfrac12\). A high-spin d5 ion has \(S=\tfrac52\), so it cannot become a d6 singlet or a d4 triplet in one such step; both calculated transition strengths vanish. (The program evaluates the strengths for one spin projection of the initial and final states, so only whether they vanish matters here, not their size.) Define the one-electron gap \(g_N\) by the lowest neighbour states with \(|S'-S|=\tfrac12\).

For high-spin d5 these are \({}^5E\) and \({}^5T_2\) throughout, so

\[
g_5=A+14B+7C-\Delta\qquad(\Delta<\Delta_5).
\]

At 2.4 eV this gives \(9.55-2.40=7.15\) eV, while \(G_5=6.16\) eV. The difference of 0.99 eV is the energy released if the added-electron ion relaxes from \({}^5T_2\) to \({}^1A_1\), which requires a process that changes spin. For d6 at the same field, \(g_6=6.94\) eV and \(G_6=6.09\) eV, because the hole state reached from the singlet is \({}^2T_2\) and not the lower \({}^6A_1\). The bound on the d6 slope applies to \(g_6\) too, since its derivation used only \(n_5\ge0\) and \(n_7\ge1\).

Unlike \(G_N\), the one-electron gap jumps when the initial ion changes spin. The jump is sharp only at zero temperature; at 300 K both terms of the d6 ion are populated over a range of roughly 0.1 eV in \(\Delta\). With \(H\) and \(L\) for the high-spin and low-spin terms, the initial energies are equal at the crossover and cancel:

\[
\begin{aligned}
\delta g_5&=(E_4^L+E_6^L)-(E_4^H+E_6^H)<0,\\
\delta g_6&=(E_5^L+E_7^L)-(E_5^H+E_7^H)>0 .
\end{aligned}
\]

The signs follow from the order of the crossovers: d4 and d6 already prefer low spin at \(\Delta_5\), while d5 and d7 still prefer high spin at \(\Delta_6\). This order was proved above for single configurations; with mixing it is shown numerically for the parameters used here. In the single-configuration limit,

\[
\begin{aligned}
\delta g_5&=(A-5B)-(A+14B+7C-\Delta_5)=-\left(\tfrac{23}2B+2C\right),\\
\delta g_6&=(A+4B-2C+\Delta_6)-(A-5B)=+\left(\tfrac{23}2B+2C\right).
\end{aligned}
\]

This magnitude is 2.05 eV. With mixing, the d5 gap drops from 6.71 to 4.71 eV, and the d6 gap jumps from 4.38 to 6.42 eV.

## Where the result can fail

The derivative was taken at fixed Racah parameters. If compression changes them together with \(\Delta\), the high-spin d5 slope becomes

\[
\frac{dG_5}{d\Delta}=-1+\frac{dA}{d\Delta}+14\frac{dB}{d\Delta}+7\frac{dC}{d\Delta}.
\]

Screening that lowers \(A\), \(B\) and \(C\) steepens the fall. In low-spin d6 the corresponding strong-field slope is \(1+A'+4B'-2C'\), with primes for derivatives with respect to \(\Delta\), so a sufficiently rapid decrease of \(A\) could cancel the rise.

The level stretches also depend on one \(\Delta\) for all charge states. If the hole ion has \((1+\eta)\Delta\) and the added-electron ion \((1-\eta)\Delta\), the part linear in \(N\) no longer cancels, and in the single-configuration limit the slope gains \(\eta\,(n_{N-1}-n_{N+1}+\tfrac45)\). This is \(+\tfrac45\eta\) for low-spin d5 and high-spin d6, and \(-\tfrac15\eta\) for high-spin d5 and low-spin d6. For \(\eta=0.2\) the low-spin d5 gap rises with a slope of about 0.13 at 4 eV instead of staying level, while the d5 fall and the d6 rise change little.

Nor is a positive \(G_N\) by itself proof of an insulator. Bands formed from the added-electron and hole states have finite widths, which reduce the gap, and a ligand-to-metal excitation may lie lower. The statements derived here concern the local d-d contribution at zero temperature, with one \(\Delta\) for all charge states: for d5 it falls up to the crossover and then nearly levels off, and for d6 it is nearly level before the crossover and rises after it.

## Table of computed values

```
Racah parameters A, B, C = 5.00, 0.10, 0.45 eV
d6 crossover 10Dq: full 1.8898 eV, single configuration 2.0500 eV
d7 crossover 10Dq: full 2.1210 eV, single configuration 2.2000 eV
d4 crossover 10Dq: full 2.6804 eV, single configuration 2.8500 eV
d5 crossover 10Dq: full 2.8407 eV, single configuration 3.0000 eV
d5 gap at 10Dq = 0: 9.5500 eV
d6 gap at 10Dq -> 0: 4.2000 eV
strong-field value A - 5B: 4.5000 eV
strong-field d6 intercept A + 4B - 2C: 4.5000 eV
strong-field jump size 23B/2 + 2C: 2.0500 eV
n_e of low-spin d6 at its crossover: 0.0787
lower bound on d6 slope after crossover: 0.8426
slopes below all crossovers (10Dq = 0.9449 eV): d5 -1.0000, d6 +0.0809
slopes between d6 and d7 (10Dq = 2.0054 eV): d5 -2.9260, d6 +3.8898
slopes between d7 and d4 (10Dq = 2.4007 eV): d5 -2.9390, d6 +2.9246
slopes between d4 and d5 (10Dq = 2.7605 eV): d5 -3.9082, d6 +2.9346
slopes above all crossovers (10Dq = 4.0000 eV): d5 -0.0291, d6 +0.9997
gaps in eV: 10Dq | d5 ground, one-electron | d6 ground, one-electron
  0.5 | 9.0500, 9.0500 | 4.2780, 4.2780
  1.0 | 8.5500, 8.5500 | 4.3264, 4.3264
  1.5 | 8.0500, 8.0500 | 4.3584, 4.3584
  2.4 | 6.1650, 7.1500 | 6.0903, 6.9393
  3.0 | 4.7066, 4.7066 | 7.5416, 7.5416
  4.0 | 4.6718, 4.6718 | 8.5424, 8.5424
  5.0 | 4.6468, 4.6468 | 9.5414, 9.5414
ground-term gaps at d6 crossover: d5 7.6602 eV, d6 4.3764 eV
ground-term gaps at d7 crossover: d5 6.9839 eV, d6 5.2755 eV
ground-term gaps at d4 crossover: d5 5.3400 eV, d6 6.9114 eV
ground-term gaps at d5 crossover: d5 4.7134 eV, d6 7.3819 eV
one-electron d5 gap at own crossover: before 6.7093 eV, after 4.7134 eV, jump -1.9959 eV
one-electron d6 gap at own crossover: before 4.3764 eV, after 6.4247 eV, jump +2.0483 eV
transition strength d5 6A1 -> d6 1A1: 0.0000
transition strength d5 6A1 -> d4 3T1: 0.0000
transition strength d5 6A1 -> d6 5T2: 1.8000
transition strength d5 6A1 -> d4 5E: 1.2000
transition strength d5 2T2 -> d6 1A1: 0.9751
transition strength d5 2T2 -> d4 3T1: 0.9801
transition strength d6 5T2 -> d5 6A1: 0.6000
transition strength d6 5T2 -> d7 4T1: 0.9614
transition strength d6 1A1 -> d5 2T2: 2.8795
transition strength d6 1A1 -> d7 2E: 1.9723
```
